# Why oxide thickness fluctuations raise the average direct-tunnelling leakage

**Q.** My tunnel oxide has the thickness I intended on average, with as many thick spots as thin ones. Yet it leaks more than a calculation at that thickness predicts. Why don't the two kinds of spot cancel?

**A.** They cancel in the thickness but not in the current. Suppose the local leakage density falls exponentially with local thickness $t$:

$$J(t)=J(t_0)\,e^{-a(t-t_0)},\qquad a=-\left.\frac{d\ln J}{dt}\right|_{t_0}>0,$$

where $t_0$ is the mean thickness. Take two equal areas, one thinner and one thicker than $t_0$ by $\sigma$. Their mean leakage, relative to $J(t_0)$, is

$$\tfrac12\left(e^{a\sigma}+e^{-a\sigma}\right)=\cosh(a\sigma)>1 .$$

The thin area gains more than the thick area loses. In the oxide I shall use as an example, one $\sigma$ of thinning multiplies the leakage by 4.31 and one $\sigma$ of thickening multiplies it by 0.235. The mean of the two is 2.27, not 1.

**Q.** Why should the law be exponential in the first place? The field also changes when the oxide gets thinner.

**A.** It does, but both electrodes are equipotentials, so every spot has the same oxide voltage $V$. I use atomic units in the algebra ($\hbar=m_e=e=1$). At depth $z$, an electron lies below the oxide conduction band by

$$\varphi(z)=\varphi_0-V\frac{z}{t}.$$

This depends on $z$ and $t$ through $\zeta=z/t$ alone. The wave decays at a local rate $\kappa(\varphi)$, and the semiclassical (WKB) transmission is $e^{-S}$ with

$$S=2\int_0^t\kappa\,dz=2t\int_0^1\kappa(\varphi_0-V\zeta)\,d\zeta=2\bar\kappa\,t .$$

The average $\bar\kappa$ does not depend on $t$. A thinner spot has a steeper barrier, but the electron passes through the same set of barrier heights over a shorter distance. For one tunnelling channel, then, $a=2\bar\kappa$.

I tested this slope by solving the Schrödinger equation directly for a tilted barrier. The barrier was 3.5 eV, the voltage 0.5 V, the mass 0.4 electron masses throughout, and the incident kinetic energy 5 eV. Between 1.4 and 1.6 nm the logarithmic slope was 11.68 per nm, and the WKB value is also 11.68 per nm.

**Q.** My thickness is not two-valued. It looks Gaussian, with rms fluctuation $\sigma$. What is the average then?

**A.** Write $x=t-t_0$. I assume that each spot leaks as a uniform film of its own thickness would, and that the average runs over a large area. Then

$$R\equiv\frac{\langle J\rangle}{J(t_0)}=\frac{1}{\sqrt{2\pi}\,\sigma}\int_{-\infty}^{\infty}dx\;e^{-x^2/2\sigma^2}\,e^{-ax}.$$

To complete the square, expand

$$\frac{(x+a\sigma^2)^2}{2\sigma^2}=\frac{x^2}{2\sigma^2}+ax+\frac{a^2\sigma^2}{2},$$

so that

$$-\frac{x^2}{2\sigma^2}-ax=-\frac{(x+a\sigma^2)^2}{2\sigma^2}+\frac{a^2\sigma^2}{2}.$$

The last term is constant and leaves the integral. What remains is a normalized Gaussian with a shifted centre, which integrates to one. Hence

$$R=e^{a^2\sigma^2/2}.$$

For a single channel with $a=2\bar\kappa$, this is $R=e^{2\bar\kappa^2\sigma^2}$.

The range of integration includes negative thickness, which is unphysical. That is harmless as long as the integrand is negligible there, which requires $t_0-a\sigma^2$ to lie several $\sigma$ above zero.

For weak roughness, $a\sigma\ll1$, the result becomes $R\approx1+a^2\sigma^2/2$. The linear term in the expansion of $e^{-ax}$ has averaged to zero, and the first survivor is the quadratic term, which comes from the upward curvature of $J(t)$. A leakage linear in thickness would show no enhancement.

**Q.** Which parts of the oxide carry the extra current?

**A.** The completed square answers that too. Weighted by current, the thickness is again Gaussian with width $\sigma$, but its centre is at $t_0-a\sigma^2$. Two opposing tendencies set this centre: thinner spots leak more, but they are rarer.

Let $\Phi$ be the cumulative normal distribution. The mean thickness $t_0$ lies $a\sigma$ standard deviations above the new centre, so the thinner half of the area carries a fraction $\Phi(a\sigma)$ of the current. Half of the current flows where $t<t_0-a\sigma^2$, and that region occupies an area fraction $\Phi(-a\sigma)$.

**Q.** Suppose I infer a thickness from the measured leakage. Do I get that shifted centre?

**A.** No, you get a value halfway to it. The uniform film with the same leakage has thickness $t_{\rm eq}$, where $J(t_{\rm eq})=\langle J\rangle$:

$$-a(t_{\rm eq}-t_0)=\frac{a^2\sigma^2}{2}\quad\Rightarrow\quad t_{\rm eq}=t_0-\frac{a\sigma^2}{2}.$$

**Q.** Let us have numbers.

**A.** Take an oxide with rough parameters in the regime of thin crystalline MgO between metallic electrodes: $t_0=1.5$ nm, $\sigma=0.15$ nm, $V=0.5$ V, barrier 3.5 eV, gap 7.8 eV, band-edge mass $m=0.4$ and temperature 300 K. The gap matters because the electron sits deep inside it, where the valence band also affects the decay. A two-band law describes this:

$$\kappa^2=2m\varphi\left(1-\frac{\varphi}{E_g}\right)+k_\parallel^2,$$

with $k_\parallel$ the wavevector along the film. In the middle of the energy window opened by the voltage, and at $k_\parallel=0$, the depth-averaged decay rate is 4.498 per nm.

The spread in $k_\parallel$ adds to the slope. For small $k_\parallel$, $\sqrt{\kappa^2+k_\parallel^2}\approx\kappa+k_\parallel^2/2\kappa$, so the sum over transverse states is

$$\int_0^\infty k_\parallel\,dk_\parallel\,e^{-2\kappa t-k_\parallel^2t/\kappa}=\frac{\kappa}{2t}\,e^{-2\kappa t}.$$

The factor $1/t$ contributes $1/t_0=0.67$ per nm to $a$. Keeping the full square root makes this 0.713 per nm, and $2\times4.498+0.713=9.71$ per nm. The complete sum over energy and wavevector gives $a=9.70$ per nm. Then

$$a\sigma=9.70\times0.15=1.455,\qquad R=e^{1.455^2/2}=e^{1.058}=2.88 .$$

Averaging the complete leakage law over thickness gives $R=2.95$, from 1.4 to 4.1 kA/cm². These absolute currents are only rough estimates, because I set the transmission prefactor to one and left out the image force.

The current-weighted mean thickness is 1.278 nm, a shift of 0.222 nm (2.22 angstrom). The thinner half of the area carries 93% of the current, and 7% of the area carries half of it. A thickness inferred from the leakage would be 1.39 nm. The numerical output lists these values beside the formulas.

**Q.** The full average is slightly above your formula. Is that an accident?

**A.** No. At fixed voltage, the model current is a sum over channels with positive weights $w_j$ and decay rates $g_j=2\bar\kappa_j$, neither of which depends on $t$:

$$J(t)=\sum_j w_j e^{-g_jt}.$$

Let $\langle\cdot\rangle_J$ denote an average over channels with weights $w_je^{-g_jt}$. Differentiating once gives $J'/J=-\langle g\rangle_J$, so $a=\langle g\rangle_J$ at $t_0$. Differentiating again,

$$\frac{d^2\ln J}{dt^2}=\frac{J''}{J}-\left(\frac{J'}{J}\right)^2=\langle g^2\rangle_J-\langle g\rangle_J^2\ge0 .$$

So $\ln J$ curves upward and lies on or above its tangent at $t_0$. The simple exponential is that tangent, and within this model its $R$ is therefore a lower bound.

Let $b$ be the curvature at $t_0$, so $\ln J\approx\ln J(t_0)-ax+bx^2/2$. The quadratic terms in the Gaussian integral combine as

$$-\frac{x^2}{2\sigma^2}+\frac{bx^2}{2}=-\frac{x^2}{2\sigma_b^2},\qquad \sigma_b^2=\frac{\sigma^2}{1-b\sigma^2}.$$

The earlier integral now has $\sigma_b$ in its exponent but still $1/\sigma$ in front, so

$$R=\frac{\sigma_b}{\sigma}\,e^{a^2\sigma_b^2/2}=\frac{1}{\sqrt{1-b\sigma^2}}\exp\left[\frac{a^2\sigma^2}{2(1-b\sigma^2)}\right],\qquad b\sigma^2<1 .$$

Here $b=0.505$ per nm², so $b\sigma^2=0.0114$ and $R=2.93$. The simple formula is 2% below the full average. At $\sigma=0.20$ nm, with everything else fixed, it gives 6.56 against 7.04, which is 7% low. "Locally exponential" must therefore hold around $t_0-a\sigma^2$, where the current flows, as well as around $t_0$.

**Q.** How smooth must the roughness be along the film?

**A.** It must vary slowly over the lateral spread of the tunnelling wave. In one lateral direction, the amplitude at wavevector $k$ is reduced by $e^{-k^2t/2\kappa}$. Its Fourier transform gives an intensity proportional to $e^{-\kappa x_\parallel^2/t}$, where $x_\parallel$ is the lateral position, with rms width $\sqrt{t/2\kappa}$. That is about 0.4 nm here. Patches 5 nm across are wider than this, but the wave still spreads sideways at their edges. For 5 nm stripes alternately one $\sigma$ thinner and one $\sigma$ thicker than the mean, solving the wave equation with a flat barrier of decay rate 4.5 per nm gives a mean current within about 6% of that of independent spots. The size and sign depend on the geometry and the electrodes: for electrode wavevectors of 7.2 and 12 per nm, the current is 3% and 5.5% higher when the steps all lie on one interface, and 1% lower and 1% higher when they are shared between the two. The linear potential drop $Vz/t$ sets a second condition: the thickness must change little over a lateral distance comparable to the thickness itself, 1.5 nm here. Most of a 5 nm patch lies within that distance of an edge, so sharp steps between patches do not strictly meet this condition. The error from the field is small, however. For the same stripes, now with the voltage applied, the distorted field changes the mean current by less than 0.1%, if the steps lie on one interface and the electrons cross straight through the film. It helps that the two-band decay rate is near its mid-gap maximum and barely responds to the potential; with one-band decay the change is about 0.4%. For roughness on the scale of the wave itself, a spot no longer has its own independent leakage, and this derivation does not apply.

**Q.** Will every small device show the same enhancement?

**A.** No, $R$ is the mean over many devices. Replacing $a$ by $2a$ in the Gaussian integral gives $\langle J^2\rangle=J(t_0)^2e^{2a^2\sigma^2}$, while $\langle J\rangle^2=J(t_0)^2e^{a^2\sigma^2}$. The relative variance of one patch is therefore $e^{a^2\sigma^2}-1$. Averaging $N$ independent equal patches divides the variance by $N$:

$$\frac{\delta J}{\langle J\rangle}=\sqrt{\frac{e^{a^2\sigma^2}-1}{N}} .$$

A device 100 nm square made of 5 nm patches has $N=400$. The formula gives a scatter of 13.5% of the mean, and the full leakage law gives 14.4%.

**Q.** Could the thin spots simply break down?

**A.** The field at mean thickness is 3.3 MV/cm. With a rough breakdown field of 10 MV/cm, a spot would have to be thinner than 0.5 nm. In the Gaussian model such spots cover only about $10^{-11}$ of the area, so a device of 400 patches has a chance of about $5\times10^{-9}$ of containing one. This rarity is what matters, because a spot that did break down would conduct far more than the tunnelling law says. The average itself does not rely on such spots either: they supply about $2\times10^{-7}$ of the calculated tunnel current. This says nothing about slow wear-out under stress.

The assumed tail matters more at moderate thinning: 6.6% of the current comes from spots more than $3\sigma$ thinner than the mean. If your film lacks that tail, or has a heavier one, $R$ changes accordingly.

**Q.** How close is this to a real film?

**A.** Tunnel junctions do use MgO films between one and two nanometres thick, but MgO is not the usual gate oxide. In a transistor, $V$ would be the voltage across the oxide, not the whole gate voltage. The roughness is my assumption. The 3.5 eV barrier represents a defect-free film, and effective barriers fitted to real junctions are often much lower, roughly 1 eV or less. With a 1 eV barrier and the other inputs fixed, $R$ falls from 2.95 to 1.64. A fitted height means something only together with the mass and decay law of the fit, however, and such fits often use one band and the free-electron mass. Read that way, 1 eV gives $a=10.2$ per nm and $R=3.4$, while 0.4 eV at low bias gives $R\approx1.8$.

Defects can also carry current in two steps. For a trap at depth $z$, the two steps in series give a rate proportional to $1/(e^{az}+e^{a(t-z)})$, which is largest at $z=t/2$ and there varies as $e^{-at/2}$. Where this path dominates the leakage, the slope is roughly halved, the exponent of $R$ is roughly quartered, and $R$ drops to between 1.25 and 1.4, depending on whether and how the transverse motion is included in each step.

The choice of decay law is equally important: ignoring the valence band would raise $R$ to 6.4. The other corrections I tried hardly change $R$ here, though the image force can change the leakage itself a good deal. Lowering the whole barrier by the mid-oxide image energy, 0.22 eV at mean thickness, raises the leakage by 10% and leaves $R$ at 2.95. But the lowering is weakest in mid-oxide and grows towards the electrodes. The full classical image profile, with the same optical permittivity of 3, raises the leakage about threefold, while $R$ stays near 2.9. Both estimates shift the two bands rigidly. If the image attraction instead narrows the gap from both edges at fixed mass, the leakage rises by 45% and about fivefold, and $R$ is 2.93 and 2.8. Heating to 400 K changes the leakage by about 0.1%. Restricting the thickness to whole layers of 0.21 nm, with Gaussian weights, changes the average by less than 0.01% at $\sigma=0.15$ nm. For smoother films the layers matter more: up to 0.5% at $\sigma=0.12$ nm and 4.5% at 0.10 nm.

So measure the slope $a$ on your own films, at fixed oxide voltage and over the thicknesses that carry the current, before you use the formula to interpret their leakage. The films you compare should have the same $\sigma$. If the roughness grows with thickness, the measured slope comes out too small: with $\sigma$ equal to one tenth of the mean thickness, the example would give 8.4 per nm, against 9.85 for films of equal $\sigma=0.15$ nm and 9.7 for smooth films.

## Calculated quantities

```
mean thickness 1.50 nm, rms fluctuation 0.15 nm
oxide voltage 0.50 V, temperature 300 K
barrier 3.50 eV, gap 7.80 eV, mass 0.40 m_e
mean-thickness field 3.33 MV/cm
one-band slope, wave equation 11.680 1/nm
one-band slope, WKB 11.680 1/nm
two-band mid-window kappa 4.498 1/nm
slope added by transverse motion 0.713 1/nm
full leakage slope a 9.699 1/nm
curvature b 0.505 1/nm^2, b*sigma^2 0.0114
a*sigma 1.4549, exponent 1.0583
leakage at mean thickness 1.386e+03 A/cm^2
average leakage 4.082e+03 A/cm^2
thin/thick one-sigma factors 4.310 / 0.235
their mean 2.272, cosh(a*sigma) 2.259
enhancement, simple formula 2.881
enhancement, curvature formula 2.933
enhancement, full average 2.945
rms 0.10 nm: simple 1.601, full 1.609
rms 0.20 nm: simple 6.563, full 7.035
mesh shift: leakage 3.2e-11, enhancement 3.7e-08 (relative)
current-weighted mean thickness 1.278 nm
its shift, full 0.222 nm = 2.22 angstrom
its shift, formula 0.218 nm
equal-leakage uniform thickness 1.389 nm
same, formula 1.391 nm
current share of thinner half 92.9 %
same, formula 92.7 %
area carrying half the current 7.00 %
same, formula 7.29 %
patch side 5 nm, device side 100 nm, patches 400
device scatter: full 14.4 %, formula 13.5 %
breakdown field 10 MV/cm, reached at 0.50 nm
area below that thickness 1.3e-11 (fraction)
current below that thickness 1.6e-07 (fraction)
current from beyond 3 sigma thin 6.6 %
layer height 0.21 nm, largest layer effect 2.4e-05 (relative)
optical permittivity 3.0, image lowering 0.222 eV
with image lowering: leakage x 1.102, enhancement 2.952
at 400 K: leakage x 1.001, enhancement 2.945
enhancement with one-band decay 6.406
enhancement with 1.0 eV barrier 1.643
trap-hopping slope 4.845 1/nm, enhancement 1.302
lateral rms width of tunnelling wave 0.388 nm
```
